# Transverse Tunnel Current from Skew Transmission at a Rashba Interface

A ferromagnet fills \(z<0\), a barrier of thickness \(d\) fills \(0<z<d\), and a normal metal fills \(z>d\). The layers are uniform in the plane, so the in-plane wave vector \(\mathbf k=(k_x,k_y)\) is conserved. Atomic units are used in the algebra, with energies measured from the Fermi level. The bands are parabolic, with masses \(m_L,m_b,m_R\) in the three layers.

The unit vector \(\mathbf m\) is the majority-spin direction; the magnetic moment points the opposite way. The majority and minority bands are filled to depths \(E_+\) and \(E_-\), so the ferromagnet contains the exchange term \(-\tfrac12(E_+-E_-)\,\mathbf m\cdot\boldsymbol\sigma\). The barrier top lies \(V_b\) above the Fermi level, and the normal metal is filled to depth \(E_R\). Spin-orbit coupling acts at the ferromagnet/barrier interface:

\[
H_R=\delta(z)W,\qquad W=\alpha\,\mathbf w\cdot\boldsymbol\sigma,\qquad \mathbf w=(k_y,-k_x,0).
\]

Tunnelling is coherent, and the current is linear in the bias. The task is to find the current parallel to the layers and its dependence on \(\mathbf m\).

## (a) What does the Rashba term do to the wave function at the interface?

**Solution.** The kinetic term along \(z\) is \(-\tfrac12\,\partial_z(1/m)\partial_z\). Integrate the Schrödinger equation over an interval around \(z=0\) and let its width go to zero. Finite potentials drop out, leaving

\[
-\frac12\left[\frac{\psi'(0^+)}{m_b}-\frac{\psi'(0^-)}{m_L}\right]+W\psi(0)=0 .
\]

Thus \(\psi\) is continuous and

\[
\frac{\psi'(0^+)}{m_b}-\frac{\psi'(0^-)}{m_L}=2W\psi(0). \tag{1}
\]

The interface acts as a thin potential whose height depends on spin and on \(\mathbf k\).

## (b) How can the barrier and the normal metal be replaced by one number?

**Solution.** Neither layer acts on spin. For an electron arriving from the left, define

\[
\kappa=\sqrt{2m_bV_b+k^2},\quad q=\frac{\kappa}{m_b},\quad
Q=\sqrt{2m_RE_R-k^2},\quad v_R=\frac{Q}{m_R}.
\]

The outgoing wave in the metal requires \(\psi'(d)/m_R=iv_R\psi(d)\). The barrier solution that meets this condition is

\[
\psi(z)=\psi(d)\left[\cosh\kappa(d-z)-\frac{iv_R}{q}\sinh\kappa(d-z)\right].
\]

Write \(C=\cosh\kappa d\) and \(S_h=\sinh\kappa d\). At \(z=0^+\), dividing the derivative by the function gives \(\psi'/m_b=i\gamma\psi\), with

\[
i\gamma=q\,\frac{iv_RC-qS_h}{qC-iv_RS_h}.
\]

Multiply numerator and denominator by \(qC+iv_RS_h\). Since \(C^2-S_h^2=1\), the numerator becomes \(iv_Rq-(q^2+v_R^2)CS_h\). Hence \(\gamma=\gamma_r+ib\), where

\[
\gamma_r=\frac{q^2v_R}{q^2C^2+v_R^2S_h^2},\qquad
b=\frac{q(q^2+v_R^2)CS_h}{q^2C^2+v_R^2S_h^2}. \tag{2}
\]

The flux entering the barrier is \(\mathrm{Im}(\psi^\dagger\psi'/m_b)=\gamma_r|\psi(0)|^2\). So \(\gamma_r\) measures transmitted flux, while \(b\) is the reactive part of the load. For a thick barrier \(\gamma_r\) is exponentially small and \(b\to q\).

## (c) Find the transmission. On which combinations of \(\mathbf k\) and \(\mathbf m\) does it depend?

**Solution.** In the ferromagnet the normal velocities are \(v_\pm=\sqrt{2m_LE_\pm-k^2}/m_L\). An imaginary value, with positive imaginary part, describes a closed channel. As a spin matrix,

\[
v=v_0+v_1\,\mathbf m\cdot\boldsymbol\sigma,\qquad v_0=\frac{v_++v_-}{2},\quad v_1=\frac{v_+-v_-}{2}.
\]

Let \(a\) and \(r\) be the incident and reflected spinors at \(z=0\), and \(\phi=\psi(0)=a+r\). Equation (1) reads \(i\gamma\phi-iv(a-r)=2W\phi\). Substituting \(r=\phi-a\) and dividing by \(i\),

\[
(v+\gamma+2iW)\phi=2va .
\]

Unit incident flux in an open channel means \(a=\chi_s/\sqrt{v_s}\). The transmitted flux is \(\gamma_r|\phi|^2\). Summing over open channels, with \(G=(v+\gamma+2iW)^{-1}\),

\[
T=4\gamma_r\,\mathrm{Tr}\left[G\,(\mathrm{Re}\,v)\,G^\dagger\right]. \tag{3}
\]

Here \(\mathrm{Re}\,v\) means \(\mathrm{Re}\,v_0+\mathrm{Re}\,v_1\,\mathbf m\cdot\boldsymbol\sigma\), which removes closed channels from the incident beam.

To evaluate the trace, set \(\lambda=2\alpha\), \(A=v_0+\gamma\) and \(\mathbf B=v_1\mathbf m+i\lambda\mathbf w\). Because \((\mathbf B\cdot\boldsymbol\sigma)^2=\mathbf B\cdot\mathbf B\), without complex conjugation,

\[
G=\frac{A-\mathbf B\cdot\boldsymbol\sigma}{A^2-\mathbf B\cdot\mathbf B}.
\]

The product of three Pauli terms contributes \(i\,\mathbf B\cdot(\mathbf m\times\mathbf B^*)\). Since \(\mathbf m\times\mathbf B^*=-i\lambda\,\mathbf m\times\mathbf w\) is perpendicular to both \(\mathbf m\) and \(\mathbf w\), this contribution is zero. The remaining terms give

\[
T=8\gamma_r\frac{\mathrm{Re}\,v_0\,(|A|^2+|\mathbf B|^2)-2\,\mathrm{Re}\,v_1\,\mathrm{Re}(A^*\mathbf m\cdot\mathbf B)}{|A^2-\mathbf B\cdot\mathbf B|^2}. \tag{4}
\]

With \(c=\mathbf m\cdot\mathbf w\) and \(|\mathbf w|=k\), the products are

\[
\begin{aligned}
\mathbf m\cdot\mathbf B&=v_1+i\lambda c,\\
\mathbf B\cdot\mathbf B&=v_1^2-\lambda^2k^2+2i\lambda v_1c,\\
|\mathbf B|^2&=|v_1|^2+\lambda^2k^2+2\lambda c\,\mathrm{Im}\,v_1 .
\end{aligned}
\]

Therefore \(T\) depends on direction through one number:

\[
c=m_xk_y-m_yk_x=\mathbf k\cdot(\hat{\mathbf z}\times\mathbf m),\qquad T=T(k,c). \tag{5}
\]

Reversing \(\mathbf k\) has the same effect as reversing the in-plane part \(\mathbf m_\parallel\): both change \(c\) to \(-c\). The component \(m_z\) does not enter \(c\).

## (d) Obtain the transverse current and its behaviour when \(\mathbf m\) is reversed.

**Solution.** Count the current in the normal metal, beyond the interference oscillations near the barrier but before scattering has relaxed the electron directions. Let \(f_L,f_R\) be the occupations of the two electrodes. Unitarity at fixed \(\mathbf k\) requires the total reflection probability for electrons from the right to be \(2-T\). The outgoing population is then \(f_LT+f_R(2-T)\), and the incoming population is \(2f_R\).

An electron carrying unit flux along \(z\) carries in-plane flux \(\mathbf k/Q\), the ratio of its velocity components. Incoming and outgoing electrons together contribute

\[
\frac{\mathbf k}{Q}\left[4f_R+(f_L-f_R)T\right].
\]

The \(4f_R\) term cancels between \(\mathbf k\) and \(-\mathbf k\). At low temperature and small bias, the normal and in-plane conductances per area are, with units restored,

\[
G_z=\frac{e^2}{h}\int\!\frac{d^2k}{(2\pi)^2}\,T,\qquad
\mathbf G_\parallel=\frac{e^2}{h}\int\!\frac{d^2k}{(2\pi)^2}\,\frac{\mathbf k}{Q}\,T. \tag{6}
\]

Both currents are quoted as electron flow times \(|e|\). The conventional charge currents have both signs reversed, so their ratio is unchanged.

First find the direction. Reflect \(\mathbf k\) in the line along \(\hat{\mathbf z}\times\mathbf m_\parallel\). This changes the sign of \(\mathbf k\cdot\mathbf m_\parallel\) but leaves \(k\) and \(c\) unchanged. The current along \(\mathbf m_\parallel\) therefore integrates to zero. What remains has the form

\[
\mathbf j_\parallel=(\hat{\mathbf z}\times\mathbf m_\parallel)\,F(|\mathbf m_\parallel|),\qquad
j_x=-m_yF,\quad j_y=m_xF. \tag{7}
\]

Now reverse \(\mathbf m_\parallel\), holding the bias and all material parameters fixed. By (5), \(T(\mathbf k,-\mathbf m_\parallel)=T(-\mathbf k,\mathbf m_\parallel)\). Changing the integration variable from \(\mathbf k\) to \(-\mathbf k\) in (6) gives

\[
\mathbf j_\parallel(-\mathbf m_\parallel)=-\mathbf j_\parallel(\mathbf m_\parallel),\qquad G_z(-\mathbf m_\parallel)=G_z(\mathbf m_\parallel).
\]

The component driving the asymmetry in \(k_y\) is \(m_x\), and reversing it reverses \(j_y\). Likewise \(m_y\) drives \(j_x\). Reversing \(m_z\) changes neither current, and a magnetization along \(z\) gives \(c=0\) and no transverse current. The result within this model is thus a reversal with the in-plane component, not with every change of sign in \(\mathbf m\).

## (e) Where does the asymmetry come from, and when does it vanish?

**Solution.** Quantize spin along \(\mathbf m\), with \(s=\pm1\). The diagonal part of \(2iW\) is \(is\lambda c\). The off-diagonal part creates a spin-flip amplitude of order \(\lambda\), hence a probability of order \(\lambda^2\). To first order each spin therefore sees \(b\) replaced by \(b+s\lambda c\):

\[
T_s\simeq\frac{4\gamma_r\,v_s}{(v_s+\gamma_r)^2+(b+s\lambda c)^2}
\]

for an open channel. Expanding in \(\lambda c\) gives the odd part

\[
T_{\rm odd}\simeq-8\gamma_rb\lambda c\left[\frac{v_+}{|v_++\gamma|^4}-\frac{v_-}{|v_-+\gamma|^4}\right]. \tag{8}
\]

A closed minority channel is dropped from the bracket. For \(\lambda c>0\) and \(b>0\), majority electrons meet a higher effective barrier and minority electrons a lower one. The two spins skew in opposite directions, and with unequal velocities they generally do not cancel completely; part (f) finds the exception.

Equation (4) gives three vanishing cases without the expansion. If \(\alpha=0\), then \(\lambda c=0\). If there is no exchange, \(v_1=0\) and \(c\) disappears. If \(b=0\) with both channels open, \(A\) and \(v_1\) are real. The numerator then contains no \(c\), and the denominator is \((A^2-v_1^2+\lambda^2k^2)^2+4\lambda^2v_1^2c^2\), which is even in \(c\). A transparent contact with a purely real load therefore has no skew transmission at those \(\mathbf k\) for which both channels are open. Where the minority channel is closed, \(v_-\) is imaginary; the first-order term (8) still vanishes, but a skewness of higher order in \(\alpha\) can remain.

Consider a junction with \(E_+=4.25\), \(E_-=0.75\), \(E_R=5\) and \(V_b=3\) eV, \(d=1\) nm, \(m_b=0.4\), \(m_L=m_R=1\) and \(\alpha=1\) eV Å\(^2\). For \(\mathbf m\parallel+x\) and \(k_y=0.2\) Å\(^{-1}\), the values of \(\hbar v_+\), \(\hbar v_-\) and \(\hbar b\) are 7.902, 3.018 and 11.35 eV Å. The Rashba shift is \(\lambda c=2(1)(0.2)=0.4\) eV Å. Since \(\hbar\gamma_r\) is only \(1.5\times10^{-4}\) eV Å, it can be dropped inside the denominators. The two terms in the bracket are then

\[
\frac{7.902}{(62.4+128.8)^2}=2.16\times10^{-4},\qquad
\frac{3.018}{(9.1+128.8)^2}=1.59\times10^{-4},
\]

in (eV Å)\(^{-3}\). About three quarters of the majority term is cancelled. Dividing \(T_{\rm odd}\) by the even part \(4\gamma_r\sum_sv_s/(v_s^2+b^2)\) gives

\[
\frac{T_{\rm odd}}{T_{\rm even}}\simeq
-\frac{2(11.35)(0.4)(0.57\times10^{-4})}{0.0413+0.0219}\simeq-0.0082 .
\]

The full formula gives \(T(+k_y)=3.669\times10^{-5}\) and \(T(-k_y)=3.730\times10^{-5}\), also an asymmetry of \(-0.0082\).

## (f) Find the Hall ratio for a thick barrier. Can its sign change without reversing \(\mathbf m\)?

**Solution.** Define \(\Theta=j_t/j_z\), with \(j_t\) measured along \(\hat{\mathbf z}\times\mathbf m\), and take \(\mathbf m\) in the plane. For \(\kappa_0d\gg1\), where \(\kappa_0=\sqrt{2m_bV_b}\), small \(k\) dominates:

\[
\kappa\simeq\kappa_0+\frac{k^2}{2\kappa_0},\qquad T_{\rm even}\propto e^{-2\kappa d}\propto e^{-k^2d/\kappa_0}.
\]

In two dimensions this weight gives \(\langle k^2\rangle=\kappa_0/d\), so \(\langle k_t^2\rangle=\kappa_0/(2d)\). With \(\gamma_r\to0\), equation (8) gives \(T_{\rm odd}/T_{\rm even}=-2\alpha k_tS\), where

\[
S=2b\,\frac{\dfrac{v_+}{(v_+^2+b^2)^2}-\dfrac{v_-}{(v_-^2+b^2)^2}}{\dfrac{v_+}{v_+^2+b^2}+\dfrac{v_-}{v_-^2+b^2}},\qquad b=\frac{\kappa_0}{m_b}, \tag{9}
\]

evaluated at \(k=0\). Averaging \((k_t/Q)(-2\alpha k_tS)\), with \(Q\to k_R=\sqrt{2m_RE_R}\), yields

\[
\Theta\to-\frac{\alpha S\kappa_0}{d\,k_R}. \tag{10}
\]

A thicker barrier selects electrons closer to normal incidence. The Rashba asymmetry and the in-plane velocity are both proportional to \(k_t\), so in this limit, and for \(S\ne0\), the ratio follows \(\langle k_t^2\rangle\) and falls as \(1/d\). The condition \(\kappa_0d\gg1\) is not enough by itself: \(S\) must also change little over the range of \(k\) that carries the current. For the junction of part (e) the full integral exceeds (10) by factors of 4.3, 2.5, 1.9 and 1.25 at 1, 2, 3 and 10 nm, and the resistance-area product is already about \(10^{13}\ \Omega\,\mu\mathrm m^2\) at 3 nm. For this junction the \(1/d\) law is therefore not reached at a thickness that passes a measurable current. At smaller thickness the sign can also change with \(d\): for \(V_b=1\) eV the ratio is \(-1.4\times10^{-4}\) at 1 nm and \(+4.2\times10^{-4}\) at 2 nm.

The sign changes when \(S=0\). Taking the square root of the equality between the two terms in (9),

\[
\sqrt{v_+}\,(v_-^2+b^2)=\sqrt{v_-}\,(v_+^2+b^2).
\]

Collect \(b^2\) and divide by \(\sqrt{v_+}-\sqrt{v_-}\). The difference of cubes factorizes, giving

\[
b^2=\sqrt{v_+v_-}\left(v_++v_-+\sqrt{v_+v_-}\right). \tag{11}
\]

Since \(V_b=m_bb^2/2\), the example's band fillings place this point at 2.28 eV. The sign of the transverse current is therefore not fixed by spin polarization alone. Numerical integration at \(d=40\) nm gives opposite signs for barriers 20% below and 20% above this height, with the other parameters fixed.

At 1 nm the limit is not yet reached. Equation (10) gives \(-5.4\times10^{-4}\), whereas the full integral gives \(-2.34\times10^{-3}\). The cause is visible in \(S\). Inverting (10) gives \(S=0.011\) (eV Å)\(^{-1}\) at \(k=0\), but the asymmetry in part (e) gives \(0.0082/0.4=0.0205\) (eV Å)\(^{-1}\) at \(k=0.2\) Å\(^{-1}\). The near-cancellation at normal incidence is lost at the oblique angles that carry the transverse current. The same quantity rises to 0.06 (eV Å)\(^{-1}\) at \(k=0.4\) Å\(^{-1}\) and to about 0.11 once the minority channel has closed, above 0.44 Å\(^{-1}\); that range carries 36% of \(j_t\) but only 3% of \(j_z\). Holding \(S\) at its \(k=0\) value in the full integral gives \(-5.5\times10^{-4}\), close to (10). At 1 nm the ratio stays negative at all four heights computed, from \(-1.4\times10^{-4}\) at 1 eV to \(-2.9\times10^{-3}\) at 4 eV. The sign change still exists at finite thickness but lies lower than 2.28 eV: at 0.92 eV for 1 nm, 1.55 eV for 2 nm and 1.79 eV for 3 nm.

## (g) How large is the current in a device, and which omissions matter?

**Solution.** Apply 10 mV to the junction of part (e). Its resistance-area product is 767 \(\Omega\,\mu\mathrm m^2\), so

\[
j_z=\frac{0.010\ \mathrm V}{767\ \Omega\,\mu\mathrm m^2}=1.30\times10^{-5}\ \mathrm{A}/\mu\mathrm m^2=1.30\times10^3\ \mathrm{A/cm^2},
\]

\[
j_t=(-2.343\times10^{-3})(1.304\times10^3)\simeq-3.1\ \mathrm{A/cm^2}.
\]

Let the bias drive electrons from the ferromagnet into the normal metal. For \(\mathbf m\parallel+x\), the transverse electron flow is along \(-y\); for \(\mathbf m\parallel-x\), it is along \(+y\). A finite-difference solution of the original Hamiltonian gives \(j_y/j_z=-2.343\times10^{-3}\) and \(+2.343\times10^{-3}\) in these two cases, and zero for \(\mathbf m\parallel z\). If the in-plane motion decays over 10 nm, taken as the same depth for all angles, the current per width is \(3.1\ \mathrm{A/cm^2}\times10^{-6}\ \mathrm{cm}=3.1\ \mu\)A/cm in magnitude.

These parameters are rough values in the regime of an iron/amorphous alumina/copper junction. The copper filling of 5 eV is below the free-electron value of roughly 7 eV, and \(\alpha\) is a chosen scale, not a measured constant of this interface. The second interface, which real junctions also have, can give a correction larger than the ratio itself. Rashba coupling of strength \(-\alpha\) there changes the ratio to \(+3.9\times10^{-4}\); strength \(+\alpha\) gives \(-5.1\times10^{-3}\). Closing the minority channel, by placing its band edge 0.5 eV above the Fermi level, gives \(-6.4\times10^{-3}\). An amorphous barrier also need not conserve \(\mathbf k\). Complete randomization of \(\mathbf k\) in the barrier would remove the transverse current produced by the first interface, and partial randomization is not sized here. The computed magnitude and sign are thus properties of the model junction, not a prediction for a particular device.

The reversal survives the second Rashba term. That term introduces no vector other than \(\mathbf w\), so spin traces still depend on direction only through \(\mathbf m\cdot\mathbf w\), and the argument of part (d) applies again.

The other estimates change one setting at a time:

- Thermal smearing at 300 K changes the Hall ratio by 0.6%.
- A uniform barrier lowering of 0.33 eV, the midpoint image-force value for relative permittivity 3, reduces its magnitude by about 10%. This is not a bound on the image-force effect: the real image potential is deeper near the interfaces, where it changes the reactive load \(b\) more strongly, and the result then depends on how the potential is cut off there. Holding the image potential constant within 2, 1, 0.5 or 0.25 Å of each interface reduces the magnitude by 17%, 28%, 48% or 84%. The sign changes only for a cutoff between 0.25 and 0.15 Å or shorter, where a continuum image potential has little meaning.
- Equal areas of thickness 0.9, 1.0 and 1.1 nm increase its magnitude by about 14%.
- Lowering the barrier by half the bias, at fixed electron energy, changes it by less than 0.2%. This is not the full effect of the bias: the tilt of the barrier and the energy window of the tunnelling electrons together bring the change to somewhat under 1%.
- A 10 mT field acting over 10 nm in the normal metal gives a deflection of \(1.3\times10^{-5}\), about 0.6% of the Hall ratio.

The barrier field is 0.1 MV/cm, far below alumina's breakdown field of roughly 10 MV/cm. Bulk anomalous Hall currents in the ferromagnet, detailed band symmetry and inelastic tunnelling are left out. The numerical output lists the remaining values.

## Computed results

```
majority band filling: 4.25 eV
minority band filling: 0.75 eV
normal-metal filling: 5 eV
barrier height: 3 eV
barrier thickness: 1 nm
barrier mass: 0.4 electron masses
Rashba strength alpha: 1 eV A^2
majority Fermi wave vector: 1.056 1/A
minority Fermi wave vector: 0.4437 1/A
normal-metal Fermi wave vector: 1.146 1/A
barrier decay constant at k=0: 0.5612 1/A
sample k_y, majority spin along +x: 0.2 1/A
sample hbar*v majority: 7.902 eV A
sample hbar*v minority: 3.018 eV A
sample hbar*b (reactive load): 11.35 eV A
sample hbar*gamma_r: 0.0001461 eV A
sample Rashba shift 2 alpha k: 0.4 eV A
T at +k_y: 3.669150e-05
T at -k_y: 3.729810e-05
odd part of T, exact: -3.0330e-07
odd part of T, first order: -3.0433e-07
skew asymmetry (T+ - T-)/(T+ + T-): -0.008198
Hall ratio j_t/j_z, m in plane: -2.3429e-03
Hall ratio, linear in alpha: -2.3466e-03
Hall ratio, thick-barrier law: -5.4121e-04
lattice j_x/j_z, j_y/j_z for m +x: 0.0000e+00, -2.3429e-03
lattice j_x/j_z, j_y/j_z for m -x: 0.0000e+00, 2.3429e-03
lattice j_x/j_z, j_y/j_z for m +y: 2.3429e-03, 0.0000e+00
lattice j_x/j_z, j_y/j_z for m +z: 0.0000e+00, 0.0000e+00
bias: 10 mV
barrier field: 0.1 MV/cm
resistance-area product: 766.7 ohm um^2
tunnel current density: 1304 A/cm^2
transverse current density: -3.056 A/cm^2
Hall ratio at barrier 1 eV: -1.4498e-04
Hall ratio at barrier 2 eV: -1.5061e-03
Hall ratio at barrier 3 eV: -2.3429e-03
Hall ratio at barrier 4 eV: -2.9240e-03
thick-barrier sign-change height: 2.279 eV
Hall ratio at 300 K: -2.3287e-03
conductance 300 K / 0 K: 1.00509
image lowering, rel. permittivity 3: 0.3327 eV
Hall ratio with image lowering: -2.1010e-03
Hall ratio, barrier lowered by half bias: -2.3395e-03
Hall ratio, thickness 0.9/1.0/1.1 nm mix: -2.6657e-03
Hall ratio, minority band closed: -6.4270e-03
Hall ratio, second Rashba -alpha: 3.8879e-04
Hall ratio, second Rashba +alpha: -5.0741e-03
Lorentz deflection, 10 mT over 10 nm: 1.33e-05
transverse sheet current, 10 nm path: -3.056 uA/cm
largest lattice/formula error in T: 7.5e-06
largest lattice/formula error in odd T: 8.7e-05
largest error of thick-barrier law: 9.2e-04
```
